# Three routes to the one-electron integral I(nl) and their grid errors: a numerical check

```python
"""
Result under test: for a Hartree-Fock 1s^2 atom the one-electron integral
    I = integral P(-P''/2 - Z P/r) dr
follows from (a) differentiation, (b) the radial equation, I = eps - F0,
(c) the virial theorem, I = -A/2 - F0/4, with A = Z<1/r>.
On a grid uniform in x = ln r, solved by Numerov's method, (a) with three
points errs as h^2, while (b) and (c) share one and the same h^4 error.
Symbols: P radial orbital, phi = P/sqrt(r), eps orbital energy, F0 repulsion
integral, Y(r)/r potential of one 1s electron, h grid step, Z nuclear charge.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.constants import physical_constants
from pyscf import gto, scf

Z = 2.0
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def chebyshev_reference(n=80, r_max=20.0):
    """Helium by collocation in r; returns I by three routes, eps, F0, A."""
    k = np.arange(n + 1)
    node = np.cos(np.pi * k / n)
    c = np.where((k == 0) | (k == n), 2.0, 1.0) * (-1.0) ** k
    gap = node[:, None] - node[None, :] + np.eye(n + 1)
    d1 = np.outer(c, 1 / c) / gap
    d1 -= np.diag(d1.sum(axis=1))
    d1 *= 2 / r_max
    r = r_max * (1 + node) / 2          # last node is r = 0
    d2 = d1 @ d1
    weight = np.linalg.inv(d1[:n, :n])[0]
    inner = slice(1, n)
    ri = r[inner]
    y = 1 - np.exp(-2 * 1.7 * ri) * (1 + 1.7 * ri)
    for _ in range(45):
        ham = -0.5 * d2[inner, inner] + np.diag((y - Z) / ri)
        val, vec = np.linalg.eig(ham)
        low = np.argmin(val.real)
        eps = val[low].real
        p = np.zeros(n + 1)
        p[inner] = vec[:, low].real
        p /= np.sqrt(weight @ p[:n] ** 2)
        source = -p[inner] ** 2 / ri - d2[inner, 0]   # Y = 1 at r_max
        y = np.linalg.solve(d2[inner, inner], source)
    wi = weight[1:]
    f0 = wi @ (p[inner] ** 2 * y / ri)
    a = Z * (wi @ (p[inner] ** 2 / ri))
    dp = d1 @ p
    i_def = 0.5 * (weight @ dp[:n] ** 2) - a
    return i_def, eps - f0, -a / 2 - f0 / 4, eps, f0, a


def repulsion_function(phi, r, h):
    """Y on the log grid, with the correction for the kink of 1/r_greater."""
    rho = r**2 * phi**2
    inside = np.cumsum(rho)
    tail = np.cumsum((rho / r)[::-1])[::-1] - rho / r
    return h * (inside + r * tail) - h**2 * rho / 12


def log_grid_helium(h, shift=-1.0):
    """Numerov SCF by inverse iteration; returns a dictionary of results."""
    x = -30.0 + h * np.arange(round(33.5 / h) + 1)
    r = np.exp(x)
    phi = np.sqrt(r) * np.exp(-1.7 * r)
    phi /= np.sqrt(h * np.sum(r**2 * phi**2))
    eps = 0.0
    for _ in range(80):
        y = repulsion_function(phi, r, h)
        g_half = 0.125 + r * (y - Z) - shift * r**2
        band = np.zeros((3, len(x)))
        band[0, 1:] = -0.5 / h**2 + g_half[1:] / 12
        band[1] = 1 / h**2 + 10 * g_half / 12
        band[2, :-1] = -0.5 / h**2 + g_half[:-1] / 12
        for _ in range(2):
            rhs = np.convolve(r**2 * phi, [1 / 12, 10 / 12, 1 / 12], "same")
            new = solve_banded((1, 1), band, rhs)
            old_eps = eps
            eps = shift + np.sum(r**2 * phi**2) / np.sum(r**2 * phi * new)
            phi = new / np.sqrt(h * np.sum(r**2 * new**2))
    assert abs(eps - old_eps) < 1e-10
    y = repulsion_function(phi, r, h)
    f0 = h * np.sum(r * phi**2 * y)
    a = Z * h * np.sum(r * phi**2)
    three = np.convolve(phi, np.array([1, -2, 1]) / h**2, "same")
    five = np.convolve(phi, np.array([-1, 16, -30, 16, -1]) / (12 * h**2),
                       "same")

    def by_difference(second):
        return h * np.sum(phi * (-0.5 * second + 0.125 * phi)) - a

    phi2 = 2 * (0.125 + r * (y - Z) - eps * r**2) * phi
    i_eq = eps - f0
    out = dict(eps=eps, f0=f0, a=a, eq=i_eq, vir=-a / 2 - f0 / 4,
               d3=by_difference(three), d5=by_difference(five))
    out["int2"] = h * np.sum(phi2**2)
    out["int3"] = h * np.sum((np.diff(phi2) / h) ** 2)
    out["ratio_eq"] = (-2 * a + f0) / (2 * (i_eq + a))
    out["ratio_d3"] = (-2 * a + f0) / (2 * (out["d3"] + a))
    return out


# Reference: all three routes must agree when the orbital is accurate
ref, ref_eq, ref_vir, eps_ref, f0_ref, a_ref = chebyshev_reference()
spread = max(abs(ref - ref_eq), abs(ref - ref_vir))
assert spread < 1e-8
print("Helium 1s^2 Hartree-Fock, reference (hartree)")
print(f"I(1s) = {ref:.9f} hartree = {ref * HARTREE_EV:.5f} eV")
print(f"largest disagreement of three routes = {spread:.1e} hartree")
print(f"eps = {eps_ref:.8f}, F0 = {f0_ref:.8f} hartree")
print(f"A = Z<1/r> = {a_ref:.8f}, t = I + A = {ref + a_ref:.8f} hartree")
print(f"E = 2I + F0 = {2 * ref + f0_ref:.8f} hartree")

steps = [1 / 4, 1 / 8, 1 / 16]
runs = [log_grid_helium(h) for h in steps]
for h, q in zip(steps, runs):
    print(f"Log grid, h = {h:.4f} (values and errors in hartree)")
    print(f"  eps = {q['eps']:.9f}, F0 = {q['f0']:.9f}, A = {q['a']:.9f}")
    for key, name in (("d3", "three-point"), ("d5", "five-point"),
                      ("eq", "equation"), ("vir", "virial")):
        print(f"  I {name:11s} = {q[key]:.9f}, error {q[key] - ref:+.3e}")
    print(f"  |equation - virial| = {abs(q['eq'] - q['vir']):.1e}")
    print(f"  V/T + 2: equation T {q['ratio_eq'] + 2:+.1e},"
          f" three-point T {q['ratio_d3'] + 2:+.2e}")
    error_eq = abs(q["eq"] - ref)
    assert abs(q["eq"] - q["vir"]) < 1e-2 * error_eq
    assert abs(q["d3"] - ref) > 10 * error_eq
for q in runs[1:]:
    assert abs(q["d5"] - ref) > abs(q["eq"] - ref)

order = {key: np.log2(abs((runs[1][key] - ref) / (runs[2][key] - ref)))
         for key in ("d3", "d5", "eq", "vir")}
assert abs(order["d3"] - 2) < 0.1
assert all(abs(order[key] - 4) < 0.35 for key in ("d5", "eq", "vir"))
print("Observed orders, h = 1/8 to 1/16: three-point "
      f"{order['d3']:.3f}, five-point {order['d5']:.3f},")
print(f"  equation {order['eq']:.3f}, virial {order['vir']:.3f}")

h, q = steps[-1], runs[-1]
predict3 = -h**2 * q["int2"] / 24
predict5 = -h**4 * q["int3"] / 288
assert abs((q["d3"] - q["eq"]) / predict3 - 1) < 0.05
assert abs((q["d5"] - q["eq"]) / predict5 - 1) < 0.10
print(f"Integrals at h = 1/16: (phi'')^2 {q['int2']:.5f},"
      f" (phi''')^2 {q['int3']:.5f} a.u.")
print(f"I3 - I_eq: found {q['d3'] - q['eq']:.4e},"
      f" predicted {predict3:.4e} hartree")
print(f"I5 - I_eq: found {q['d5'] - q['eq']:.4e},"
      f" predicted {predict5:.4e} hartree")

# One electron on a grid uniform in r: the tie must break
hr = 0.05
ru = hr * np.arange(1, 301)
val, vec = eigh_tridiagonal(1 / hr**2 - Z / ru,
                            np.full(len(ru) - 1, -0.5 / hr**2),
                            select="i", select_range=(0, 0))
inv_r = np.sum(vec[:, 0] ** 2 / ru)
root = np.sqrt(1 + (Z * hr) ** 2)
assert abs(val[0] - (1 - root) / hr**2) < 1e-9
assert abs(inv_r - Z / root) < 1e-9
err_eq, err_vir = val[0] + Z**2 / 2, -Z * inv_r / 2 + Z**2 / 2
assert abs(err_vir / err_eq - 2) < 0.02
print(f"Uniform r grid, one electron, Z = {Z:.0f}, step {hr} bohr")
print(f"  error: equation {err_eq:.6f}, virial {err_vir:.6f} hartree,"
      f" ratio {err_vir / err_eq:.4f}")

# Beryllium: the virial theorem holds for the sum, not shell by shell
basis = [[0, [float(e), 1.0]] for e in 0.02 * 2.2 ** np.arange(18)]
mol = gto.M(atom="Be 0 0 0", basis={"Be": basis}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
orb = mf.mo_coeff[:, :2]
t_be = np.diag(orb.T @ mol.intor("int1e_kin") @ orb)
i_be = t_be + np.diag(orb.T @ mol.intor("int1e_nuc") @ orb)
guess = -(mf.mo_energy[:2] + i_be) / 2
assert abs(t_be.sum() - guess.sum()) < 1e-4
assert np.all(np.abs(t_be - guess) > 0.1)
print(f"Beryllium, 18 s Gaussians, E = {mf.e_tot:.6f} hartree")
for name, e, i, t, g in zip(("1s", "2s"), mf.mo_energy, i_be, t_be, guess):
    print(f"  {name}: eps {e:.5f}, I {i:.5f}, t {t:.5f},"
          f" -(eps+I)/2 {g:.5f} hartree")
print(f"  sums: t {t_be.sum():.6f}, -(eps+I)/2 {guess.sum():.6f} hartree")

print("finished without a failed check")
```

Printed output:

```
Helium 1s^2 Hartree-Fock, reference (hartree)
I(1s) = -1.943724433 hartree = -52.89144 eV
largest disagreement of three routes = 4.8e-12 hartree
eps = -0.91795556, F0 = 1.02576887 hartree
A = Z<1/r> = 3.37456443, t = I + A = 1.43084000 hartree
E = 2I + F0 = -2.86168000 hartree
Log grid, h = 0.2500 (values and errors in hartree)
  eps = -0.917951018, F0 = 1.025825887, A = 3.374640867
  I three-point = -1.947492828, error -3.768e-03
  I five-point  = -1.943822471, error -9.804e-05
  I equation    = -1.943776905, error -5.247e-05
  I virial      = -1.943776905, error -5.247e-05
  |equation - virial| = 4.6e-13
  V/T + 2: equation T -6.4e-13, three-point T -5.21e-03
Log grid, h = 0.1250 (values and errors in hartree)
  eps = -0.917955285, F0 = 1.025772396, A = 3.374569164
  I three-point = -1.944665450, error -9.410e-04
  I five-point  = -1.943730626, error -6.193e-06
  I equation    = -1.943727681, error -3.248e-06
  I virial      = -1.943727681, error -3.248e-06
  |equation - virial| = 4.7e-13
  V/T + 2: equation T -6.5e-13, three-point T -1.31e-03
Log grid, h = 0.0625 (values and errors in hartree)
  eps = -0.917955546, F0 = 1.025769090, A = 3.374564726
  I three-point = -1.943959634, error -2.352e-04
  I five-point  = -1.943724821, error -3.881e-07
  I equation    = -1.943724635, error -2.025e-07
  I virial      = -1.943724635, error -2.025e-07
  |equation - virial| = 5.0e-13
  V/T + 2: equation T -6.9e-13, three-point T -3.29e-04
Observed orders, h = 1/8 to 1/16: three-point 2.000, five-point 3.996,
  equation 4.003, virial 4.003
Integrals at h = 1/16: (phi'')^2 1.44497, (phi''')^2 3.50797 a.u.
I3 - I_eq: found -2.3500e-04, predicted -2.3518e-04 hartree
I5 - I_eq: found -1.8560e-07, predicted -1.8586e-07 hartree
Uniform r grid, one electron, Z = 2, step 0.05 bohr
  error: equation 0.004975, virial 0.009926 hartree, ratio 1.9950
Beryllium, 18 s Gaussians, E = -14.572999 hartree
  1s: eps -4.73266, I -7.94211, t 6.78534, -(eps+I)/2 6.33739 hartree
  2s: eps -0.30927, I -1.58896, t 0.50113, -(eps+I)/2 0.94911 hartree
  sums: t 7.286466, -(eps+I)/2 7.286500 hartree
finished without a failed check
```
